\section*{Ballistic Injection Velocities of an Anisotropic Valley}

\section*{Problem}

A field-effect transistor has a monolayer channel whose electrons occupy one spin-degenerate valley,
\begin{equation}
E(\mathbf k)=\frac{\hbar^2k_x^2}{2m_x}+\frac{\hbar^2k_y^2}{2m_y},
\end{equation}
with energy measured from the subband edge at the top of the source--drain barrier. Transport is ballistic, and the barrier top is treated classically: an electron passes if its velocity there points to the drain. The drain bias is large, so at the barrier top only states moving towards the drain are filled, with the source Fermi function $f(E)=[1+e^{(E-E_F)/kT}]^{-1}$. The injection velocity is the particle flux per unit width divided by the sheet density $n$, both taken at the barrier top.

Two devices differ only in the direction of current, which is along $x$ in one and along $y$ in the other. They have the same $n$ and the same $T$.

\begin{enumerate}
\item[(a)] Find the ratio of their injection velocities $v_x/v_y$.
\item[(b)] Find each velocity in closed form, with its dilute and zero-temperature limits.
\item[(c)] What happens at finite drain bias, and for a wide channel whose source--drain direction makes an angle $\theta$ with the $x$ axis?
\item[(d)] Evaluate the velocities and currents for $m_x=0.15\,m_0$, $m_y=1.2\,m_0$, $n=10^{13}\ \mathrm{cm^{-2}}$ and $T=300$ K, rough typical values for electrons in monolayer phosphorene ($x$ armchair, $y$ zigzag).
\item[(e)] Estimate how far scattering, nonparabolicity and tunnelling move the ratio.
\end{enumerate}

\section*{Solution}

\subsection*{(a) The ratio}

For current along $x$ the filled states have $v_x(\mathbf k)=\hbar k_x/m_x>0$. With two spins,
\begin{equation}
n=2\int_{k_x>0}\frac{d^2k}{(2\pi)^2}\,f(E),\qquad
\Phi_x=2\int_{k_x>0}\frac{d^2k}{(2\pi)^2}\,\frac{\hbar k_x}{m_x}\,f(E).
\end{equation}
Define $\mathbf w$ by $k_i=\sqrt{m_i}\,w_i/\hbar$. Then
\begin{equation}
E=\tfrac12(w_x^2+w_y^2),\qquad \frac{\hbar k_i}{m_i}=\frac{w_i}{\sqrt{m_i}},\qquad
d^2k=\frac{m_d}{\hbar^2}\,d^2w,\qquad m_d=\sqrt{m_xm_y}.
\end{equation}
The energy is isotropic in $\mathbf w$, and the half-plane $k_x>0$ becomes $w_x>0$. In polar coordinates the angle covers a range $\pi$, and $w\,dw=dE$, so
\begin{equation}
n=\frac{m_d}{2\pi^2\hbar^2}\,\pi\int_0^\infty f\,w\,dw
=\frac{m_d}{2\pi\hbar^2}\int_0^\infty f(E)\,dE .
\label{n}
\end{equation}
Current along $y$ gives the same expression, because $m_d$ is symmetric in the two masses. Equal density and temperature therefore mean equal Fermi level, and $f(E)$ is the same function in both devices.

The velocities are
\begin{equation}
v_x=\frac{1}{\sqrt{m_x}}\,
\frac{\int_{w_x>0}w_x f\,d^2w}{\int_{w_x>0}f\,d^2w},\qquad
v_y=\frac{1}{\sqrt{m_y}}\,
\frac{\int_{w_y>0}w_y f\,d^2w}{\int_{w_y>0}f\,d^2w}.
\end{equation}
A rotation of $\mathbf w$ by $90^\circ$ turns one quotient into the other and leaves $f$ unchanged. Hence
\begin{equation}
\boxed{\frac{v_x}{v_y}=\sqrt{\frac{m_y}{m_x}}}
\label{ratio}
\end{equation}
The light axis is the faster one. The square root appears because electrons of equal energy have speeds proportional to $m^{-1/2}$ along the axes. The proof uses only that the occupation of the forward states is the same function of energy in both devices; it need not be the Fermi function.

The orientation of the occupied valleys matters. Several identical valleys with the same axes would share the density equally and leave the ratio unchanged. If instead an identical valley rotated by $90^\circ$ were also occupied, the band structure as a whole would be unchanged by that rotation, and the two velocities would be equal.

\subsection*{(b) The velocities}

Let $\eta=E_F/kT$ and
\begin{equation}
F_j(\eta)=\frac{1}{\Gamma(j+1)}\int_0^\infty\frac{x^j\,dx}{1+e^{x-\eta}},\qquad F_0=\ln(1+e^\eta).
\end{equation}
Equation (\ref{n}) becomes
\begin{equation}
n=N F_0(\eta),\qquad N=\frac{m_d kT}{2\pi\hbar^2},\qquad \eta=\ln\!\left(e^{n/N}-1\right).
\end{equation}
In the flux, $w_x=w\cos\varphi$ and $\int_{-\pi/2}^{\pi/2}\cos\varphi\,d\varphi=2$. With $w^2dw=\sqrt{2E}\,dE$ and $\Gamma(3/2)=\sqrt\pi/2$,
\begin{align}
\Phi_x&=\frac{m_d}{2\pi^2\hbar^2}\frac{2}{\sqrt{m_x}}\int_0^\infty\sqrt{2E}\,f\,dE\\
&=\frac{m_d}{\pi^2\hbar^2}\sqrt{\frac{2}{m_x}}\,(kT)^{3/2}\,\frac{\sqrt\pi}{2}\,F_{1/2}(\eta).
\end{align}
Division by $n$ leaves the numerical factor $(\sqrt\pi/2\pi^2)(2\pi)=1/\sqrt\pi$. For either axis,
\begin{equation}
v_i=u_i\,\frac{F_{1/2}(\eta)}{F_0(\eta)},\qquad u_i=\sqrt{\frac{2kT}{\pi m_i}} .
\label{v}
\end{equation}

In the dilute limit $\eta\to-\infty$ every $F_j\to e^\eta$, so $v_i\to u_i$. At zero temperature $F_0\to\eta$ and $F_{1/2}\to\eta^{3/2}/\Gamma(5/2)=4\eta^{3/2}/(3\sqrt\pi)$, so
\begin{equation}
v_i\to\frac{4}{3\pi}\sqrt{\frac{2E_F}{m_i}},\qquad E_F=\frac{2\pi\hbar^2n}{m_d}.
\end{equation}
Each velocity thus changes from density-independent to proportional to $\sqrt n$, while the ratio stays fixed.

\subsection*{(c) Finite bias and tilted channel}

At drain bias $V_D$ the states moving towards the source are filled from the drain, with reduced Fermi level $\eta-s$, where $s=qV_D/kT$. Densities add and fluxes subtract:
\begin{equation}
\frac{\Phi_i}{n}=u_i\,\frac{F_{1/2}(\eta)-F_{1/2}(\eta-s)}{F_0(\eta)+F_0(\eta-s)} .
\end{equation}
The condition $n=N[F_0(\eta)+F_0(\eta-s)]$ contains only $m_d$, so equal $n$, $T$ and $V_D$ again give equal $\eta$. The ratio (\ref{ratio}) holds at any nonzero drain bias.

For a wide channel with source--drain direction $(\cos\theta,\sin\theta)$ the relevant velocity component is
\begin{equation}
v_\theta=\frac{w_x\cos\theta}{\sqrt{m_x}}+\frac{w_y\sin\theta}{\sqrt{m_y}}=\mathbf a\cdot\mathbf w,\qquad
|\mathbf a|^2=\frac{\cos^2\theta}{m_x}+\frac{\sin^2\theta}{m_y}\equiv\frac1{m_\theta}.
\end{equation}
The filled half-plane is $\mathbf a\cdot\mathbf w>0$. Rotating $\mathbf w$ so that its first axis lies along $\mathbf a$ reproduces the integrals of part (b), with $m_i$ replaced by $m_\theta$. This gives the flux component from source to drain. The mean $\mathbf w$ lies along $\mathbf a$, so the total flux is parallel to $(\cos\theta/m_x,\sin\theta/m_y)$. Off the principal axes it therefore also has a component across the channel, and the result applies only when the channel is wide enough for its side edges not to matter.

\subsection*{(d) Numbers}

Here $m_d=0.4243\,m_0$ and $kT=25.85$ meV, which give $N=2.291\times10^{12}\ \mathrm{cm^{-2}}$. Then $F_0=n/N=4.365$, $\eta=4.352$ and $E_F=112.5$ meV: the electrons are degenerate. With $F_{1/2}=7.301$ the factor in (\ref{v}) is $7.301/4.365=1.673$, and
\begin{align}
v_x&=1.389\times10^7\times1.673=2.32\times10^7\ \mathrm{cm/s},\\
v_y&=0.491\times10^7\times1.673=0.821\times10^7\ \mathrm{cm/s}.
\end{align}
The dilute formula would be too low by this factor of 1.67. The zero-temperature values, $2.183$ and $0.772\times10^7$ cm/s, are about 6\% below the results at 300 K. At 400 K and the same density both velocities are about 4\% higher than at 300 K.

The predicted ratio is $\sqrt{1.2/0.15}=2.828$. Direct summation over a grid in $\mathbf k$-space, without the change of variables, gives 2.8286, and the same value at $V_D=0.05$ V.

The ballistic currents per width, $qnv_i$, are $3.7$ mA/$\mu$m along $x$ and $1.3$ mA/$\mu$m along $y$. In a wide channel, turning the source--drain direction by $10^\circ$ from the heavy axis raises the velocity component along the channel from 0.821 to $0.904\times10^7$ cm/s, or by 10\%, since a small admixture of the light axis enters $1/m_\theta$ with a large weight.

\subsection*{(e) What moves the ratio}

\paragraph{Scattering.} Let one relaxation time $\tau$ serve both axes. In equilibrium both halves of $\mathbf k$-space are filled, so the diffusive sheet conductivity is $\sigma=q^2(2NF_0)\tau/m_i$. The ballistic conductance per width is $G=q^2\,\partial\Phi_i/\partial E_F$. Since $\Phi_i=Nu_iF_{1/2}$ and $dF_{1/2}/d\eta=F_{-1/2}$ (by partial integration), $G=q^2Nu_iF_{-1/2}/kT$. The mean free path $\lambda_i=\sigma/G$ follows with $kT/m_i=\pi u_i^2/2$:
\begin{equation}
\lambda_i=\frac{2kT\,\tau}{m_iu_i}\frac{F_0}{F_{-1/2}}=\pi u_i\tau\,\frac{F_0}{F_{-1/2}} .
\end{equation}
Adding the resistances $1/G$ and $\ell/\sigma$ in series and equating the sum to $1/(Gt)$ gives the transmission $t=\lambda/(\lambda+\ell)$. At high drain bias, $\ell$ is taken as the short length near the barrier top from which scattered electrons can still return to the source.

If the forward density is $n_+$ and returning electrons have the same mean speed, then $n=n_++(1-t)n_+$, while the net flux is $t\,n_+v_i(n_+)$. Therefore
\begin{equation}
v_i^{\rm sc}=\frac{t}{2-t}\;v_i\!\left(\frac{n}{2-t}\right).
\end{equation}
Take $\tau=15$ fs, equivalent to mobilities of 176 and 22 cm$^2$/Vs, and $\ell=3$ nm for both axes. For this estimate $\lambda_i$ is evaluated at the $\eta$ of part (d), neglecting its change with the forward density. The mean free paths are then 12.5 and 4.4 nm, and the transmissions are 0.806 and 0.595. The velocities become $1.47$ and $0.31\times10^7$ cm/s, and their ratio is 4.8. Most of the increase comes from the factors $t/(2-t)$, which are 0.675 and 0.424. The rest arises because the forward densities are no longer equal. The value 4.8 is rough. Evaluating $\lambda_i$ at the $\eta$ of each forward density $n/(2-t)$ gives transmissions 0.793 and 0.559 and a ratio of 5.1, and $\ell=2$ or 5 nm in place of 3 nm gives 4.3 or 5.4. Also, $\ell$ is shorter than the Fermi wavelength along $x$ (about 9 nm), which strains the semiclassical picture.

This widening depends on the common $\tau$. If $\tau_y/\tau_x$ were $\sqrt{m_y/m_x}$, both mean free paths and both transmissions would be equal, and (\ref{ratio}) would return.

\paragraph{Nonparabolicity.} Let $\varepsilon=w^2/2$ be the parabolic energy. If the true energy is an increasing function $g(\varepsilon)$, the velocity is $g'(\varepsilon)\,w_i/\sqrt{m_i}$. The occupation and $g'$ are both isotropic in $\mathbf w$, so the ratio survives. A two-band model in which all the armchair curvature comes from coupling across a gap $E_g$ does not have this form:
\begin{equation}
E=\sqrt{\left(\frac{E_g}{2}+\frac{\hbar^2k_y^2}{2m_y}\right)^2+E_g\frac{\hbar^2k_x^2}{2m_x}}-\frac{E_g}{2}.
\end{equation}
With a rough $E_g=2$ eV the velocities are $2.20$ and $0.795\times10^7$ cm/s. The ratio is 2.77, which is 2\% below the parabolic value.

\paragraph{Tunnelling.} Let the barrier fall as a parabola by $U=0.1$ eV in $d=5$ nm. Equating its curvature $2U/d^2$ to $m_i\omega_i^2$ gives $\hbar\omega_i=(\hbar/d)\sqrt{2U/m_i}$, or 63.7 and 22.5 meV. An inverted parabola transmits the fraction $[1+e^{-2\pi E_i/\hbar\omega_i}]^{-1}$ at longitudinal energy $E_i$; numerical solution of the wave equation at $E_i/\hbar\omega_i=-0.3$ and $0.2$ agrees with this within 0.3\%. Weighting the source electrons with this fraction, at fixed Fermi level, changes the flux by $+1.0\%$ along $x$ and $+0.1\%$ along $y$. If the parabola is cut off flat at $\pm5$ nm, reflection above the barrier turns the change along $x$ into about $-2\%$, so only the size, a few percent at most, is meaningful. At the degenerate density of part (d) the classical treatment is therefore adequate to a few percent. It is not adequate at low density. In the dilute limit the flux at fixed Fermi level is multiplied by $\pi b_i/\sin(\pi b_i)$ with $b_i=\hbar\omega_i/(2\pi kT)$, an increase of about 30\% along $x$ and 3\% along $y$ for this barrier.

\paragraph{Comparison with a real device.} The masses are typical of monolayer phosphorene, while $\tau$, $\ell$ and the barrier shape are round assumptions. Of the three effects estimated here, scattering changes the velocities most: with a common $\tau$ it lowers them by about 37\% and 62\% and moves the ratio from 2.8 to about 5. The shift of the ratio depends on that assumption. With $\tau_x=15$ fs the same estimate gives 3.3 for $\tau_y/\tau_x=2$ and 2.5 for $\tau_y/\tau_x=4$, so in a real device scattering can move the ratio either way. Contact resistance is also left out. A contact of 100 $\Omega\,\mu$m would drop 0.37 V at the ballistic current along $x$, so the currents in (d) are ideal figures. The density itself is modest for a high-$k$ gate: with relative permittivity 20, the oxide field $qn/(20\,\epsilon_0)$ is 0.90 MV/cm, below the rough few MV/cm at which such oxides break down. Higher valleys and subbands, and self-consistent electrostatics, are not included.

\section*{Table of computed values}
\begin{verbatim}
mass along x (armchair): 0.15 m0
mass along y (zigzag): 1.20 m0
density: 1.00 1e13 cm^-2
temperature: 300 K
thermal energy kT: 25.85 meV
density-of-states mass: 0.4243 m0
half-space density scale N: 2.291 1e12 cm^-2
reduced Fermi level eta: 4.352
Fermi level above edge: 112.5 meV
F_1/2(eta): 7.301
F_0(eta): 4.365
dilute-limit velocity x: 1.389 1e7 cm/s
zero-temperature velocity x: 2.183 1e7 cm/s
injection velocity x, formula: 2.323 1e7 cm/s
injection velocity x, k-sum: 2.323 1e7 cm/s
ballistic current x: 3722 uA/um
dilute-limit velocity y: 0.491 1e7 cm/s
zero-temperature velocity y: 0.772 1e7 cm/s
injection velocity y, formula: 0.821 1e7 cm/s
injection velocity y, k-sum: 0.821 1e7 cm/s
ballistic current y: 1316 uA/um
sqrt(my/mx): 2.8284
velocity ratio, k-sum: 2.8286
drain bias of low-bias test: 0.05 V
velocity ratio at that bias, k-sum: 2.8286
relaxation time: 15 fs
critical length: 3.0 nm
mobility x: 176 cm2/Vs
mean free path x: 12.47 nm
transmission x: 0.806
velocity with scattering x: 1.468 1e7 cm/s
mobility y: 22 cm2/Vs
mean free path y: 4.41 nm
transmission y: 0.595
velocity with scattering y: 0.308 1e7 cm/s
velocity ratio with scattering: 4.77
two-band gap: 2.0 eV
scaled nonparabolic ratio, k-sum: 2.8286
two-band velocity x: 2.203 1e7 cm/s
two-band velocity y: 0.795 1e7 cm/s
two-band velocity ratio: 2.773
barrier drop: 0.10 eV
distance of that drop: 5.0 nm
barrier quantum x: 63.7 meV
flux change by tunnelling x: 1.02 %
barrier quantum y: 22.5 meV
flux change by tunnelling y: 0.13 %
velocity 10 degrees off y: 0.904 1e7 cm/s
velocity x at 400 K: 2.417 1e7 cm/s
velocity y at 400 K: 0.855 1e7 cm/s
oxide relative permittivity: 20
oxide field: 0.90 MV/cm
\end{verbatim}
